# Why element-by-element continuation of a GW self-energy can break causality

**Question.** I compute the GW self-energy matrix \(\Sigma_{pq}(i\omega)\) at a few imaginary frequencies and continue each element to the real axis with its own Padé approximant. The diagonal spectra look fine, but some off-diagonal spectra change sign. Is that a violation of causality? If every element reproduces its data, can the matrix still be wrong, and would Carathéodory interpolation of the whole matrix cure it?

**Answer.** The sign change is allowed. Causality restricts the matrix as a whole, and separate continuations can violate that restriction even when each one fits its data.

**What causality demands**

I use atomic units in the algebra, real orbitals, and energies measured from mid-gap. In the random-phase approximation (RPA) the correlation part of the screened interaction is a sum over excitations \(\nu\) of energy \(\Omega_\nu>0\):

\[
W^c_{pm,qm}(i\omega')=-\sum_\nu w_{pm}^{\nu}w_{qm}^{\nu}\,\frac{2\Omega_\nu}{\omega'^2+\Omega_\nu^2}.
\]

With orbital energies \(\epsilon_m\), the self-energy is

\[
\Sigma_{pq}(i\omega)=-\frac1{2\pi}\int d\omega'\sum_m\frac{W^c_{pm,qm}(i\omega')}{i\omega+i\omega'-\epsilon_m}.
\]

For an empty orbital, \(\epsilon_m>0\), the pole of the Green's function lies at \(\omega'=-\omega-i\epsilon_m\), in the lower half-plane. Closing the contour above picks up \(\omega'=i\Omega_\nu\) and gives \(w_{pm}^\nu w_{qm}^\nu/(i\omega-\epsilon_m-\Omega_\nu)\). For an occupied orbital, closing below gives the same expression with \(+\Omega_\nu\). Writing \(s=(m,\nu)\),

\[
\Sigma(z)=\sum_s\frac{w_sw_s^T}{z-E_s},\qquad E_s=\epsilon_m\pm\Omega_\nu ,
\]

with plus for empty and minus for occupied orbitals. At \(z=\omega+i\eta\), \(\eta>0\), define

\[
\Gamma(z)=\frac i2\left[\Sigma(z)-\Sigma(z)^\dagger\right]
=\eta\sum_s\frac{w_sw_s^T}{|z-E_s|^2}\ \ge 0 .
\]

Here "\(\ge0\)" means that no eigenvalue is negative. The products \(w_{1s}w_{2s}\) may have either sign, so \(\Gamma_{12}\) may change sign. For two orbitals the conditions are \(\Gamma_{11},\Gamma_{22}\ge0\) and \(\Gamma_{12}^2\le\Gamma_{11}\Gamma_{22}\).

**How separate continuation breaks the condition**

Take one pole at \(E\) with residues \(a^2,b^2,ab\), all nonzero, and let the continuation misplace the off-diagonal pole by \(\delta\). With \(x=\omega-E\),

\[
\det\Gamma=a^2b^2\eta^2\left\{\frac1{(x^2+\eta^2)^2}-\frac1{[(x-\delta)^2+\eta^2]^2}\right\}.
\]

This is negative wherever \(|x-\delta|<|x|\), which for \(\delta>0\) means \(x>\delta/2\). Any nonzero shift does it.

Other poles add a positive background, but it cannot help at small \(\eta\). At a real off-diagonal pole with residue \(r\) that the diagonals do not share, \(\Gamma_{12}\approx r/\eta\) while \(\Gamma_{11}\) and \(\Gamma_{22}\) are of order \(\eta\). The determinant then tends to \(-r^2/\eta^2\). A large \(\eta\) can hide the fault within a limited energy window.

With complete, exact data there is no such freedom. Suppose an element has at most \(N\) poles, and we fit a ratio of polynomials of degrees \(N-1\) and \(N\) at \(N\) nodes and their complex conjugates. The numerator of the difference between fit and truth has degree at most \(2N-1\) but \(2N\) zeros, so it vanishes. Element-wise continuation is then correct. The trouble comes from incomplete or noisy data, to which each element responds in its own way.

**Interpolating the matrix**

The function \(i\Sigma\) has Hermitian part \(\Gamma\ge0\) in the upper half-plane; this is the Carathéodory property. From data \(\Sigma_k=\Sigma(z_k)\), form the Pick matrix with blocks

\[
P_{jk}=-\frac{\Sigma_k-\Sigma_j^\dagger}{z_k-z_j^*}
=\sum_s\frac{w_sw_s^T}{(z_j^*-E_s)(z_k-E_s)} .
\]

The second form follows from \(\frac1{z_k-E}-\frac1{z_j^*-E}=\frac{z_j^*-z_k}{(z_k-E)(z_j^*-E)}\). For any set of vectors \(v_k\),

\[
\sum_{jk}v_j^\dagger P_{jk}v_k=\sum_s\Big|\sum_k\frac{w_s^Tv_k}{z_k-E_s}\Big|^2\ge0 ,
\]

so causal data of this form must have \(P\ge0\).

Conversely, if \(P>0\), a causal interpolant can be written down. Set \(B_j=\Sigma_j^\dagger\) and \(K_{jk}=z_kP_{jk}-\Sigma_j^\dagger\), and define

\[
S(z)=B^\dagger(zP-K)^{-1}B .
\]

1. *\(K\) is Hermitian.* Since \(P_{kj}^\dagger=P_{jk}\), we have \((K_{kj})^\dagger=z_j^*P_{jk}-\Sigma_k\). Hence \(K_{jk}-(K_{kj})^\dagger=(z_k-z_j^*)P_{jk}-\Sigma_j^\dagger+\Sigma_k=0\), by the definition of \(P\).
2. *\(S\) fits the data.* Block column \(k\) of \(z_kP-K\) has entries \(z_kP_{jk}-K_{jk}=\Sigma_j^\dagger=B_j\). Thus \((z_kP-K)^{-1}B\) is the unit block column \(k\), and \(S(z_k)=(B^\dagger)_k=\Sigma_k\).
3. *\(S\) is causal.* With \(H=P^{-1/2}KP^{-1/2}\), which is Hermitian, and \(b=P^{-1/2}B\), we get \(S(z)=b^\dagger(z-H)^{-1}b\). Its poles are real and its residues are positive semidefinite matrices.

This is one solution of the Carathéodory interpolation problem; the data do not single it out.

With \(1\times1\) blocks the same formula gives the Padé approximant through the nodes and their conjugates. For a diagonal element the scalar Pick matrix is a principal submatrix of \(P\), hence positive, so the diagonal continuations are causal. Clean diagonal spectra therefore say nothing about the assembled matrix.

**Water as an example**

I took G0W0 on Hartree–Fock with direct RPA screening in the 6-31G basis, with O–H distance 0.96 Å and angle 104.5°. Orbital 1 is HOMO−1 and orbital 2 is the LUMO. Diagonalizing the RPA problem gives all 520 terms of the pole sum, so the exact real-axis matrix of this model is known. The data are its values at \(i\) times 10, 20, 40, 80, 160 and 320 eV. I scanned \(\omega\) from −60 to 60 eV in steps of 0.05 eV. The numbers below belong to this small basis and are not converged properties of water. In cc-pVDZ and cc-pVTZ the element-wise lowest eigenvalue at \(\eta=0.5\) eV is −2.8 and −2.5 eV instead of −4.79 eV, the largest exact \(\Gamma_{12}\) is 2.3 and 4.9 eV instead of 4.3 eV, and the poles of the interpolants move. The pattern, negative element-wise and positive for the matrix method, is the same.

At \(\eta=0.5\) eV the exact \(\Gamma_{12}\) itself runs from −1.9 to 4.3 eV. The lowest eigenvalues of \(\Gamma\) found in the scan, in eV, are:

| \(\eta\) | exact | element-wise | matrix |
|---|---|---|---|
| 0.5 | 0.0047 | −4.79 | 0.0047 |
| 2.0 | 0.019 | −0.28 | 0.019 |
| 5.0 | 0.047 | 0.046 | 0.046 |

The positive element-wise value at \(\eta=5\) eV holds only inside the scan. The interpolant of \(\Sigma_{12}\) also has a pole at −843.7 eV, and near it the lowest eigenvalue is about −0.16 eV at the same \(\eta\).

The worst element-wise point at \(\eta=0.5\) eV is \(\omega=-38.1\) eV. The interpolant of \(\Sigma_{12}\) has a pole there, whereas the nearest diagonal poles are at −40.5 eV for \(\Sigma_{11}\) and −37.6 eV for \(\Sigma_{22}\). The entries are \(\Gamma_{11}=1.207\), \(\Gamma_{22}=2.367\) and \(\Gamma_{12}=6.551\) eV, so

\[
\lambda_-=\frac{1.207+2.367}{2}-\sqrt{\left(\frac{1.207-2.367}{2}\right)^2+6.551^2}
=1.787-6.577=-4.79\ \text{eV}.
\]

Both diagonal entries are positive, yet one mixture of the two orbitals has a negative spectrum.

The form of the violation depends on the Padé variant. Using the six upper nodes without their conjugates gives a lowest eigenvalue of −0.003 eV in the scan at \(\eta=0.5\) eV. That small number does not make the result nearly causal: this interpolant of \(\Sigma_{12}\) has poles at \(-2.5+34.1i\) and \(108.3+12.5i\) eV, in the upper half-plane, where a causal self-energy has none.

Continuing only quantities with positive spectra is no safeguard. For the orbital \((1+2)/\sqrt2\), \(\Gamma_+=\tfrac12(\Gamma_{11}+\Gamma_{22})+\Gamma_{12}\). Continuing \(\Sigma_{11}\), \(\Sigma_{22}\) and \(\Sigma_+\) causally and solving for \(\Gamma_{12}\) gives a lowest eigenvalue of −17.5 eV, because the three sets of poles still need not agree.

**Does it reach the Green's function?**

With \(G^{-1}=z-h-\Sigma\) and \(h\) Hermitian,

\[
\frac i2(G-G^\dagger)=\frac i2\,G\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger
=G(\eta+\Gamma)G^\dagger ,
\]

since the bracket equals \(-2i\eta+\Sigma-\Sigma^\dagger\). Multiplication by an invertible \(G\) and \(G^\dagger\) preserves the number of negative eigenvalues. The spectrum of \(G\) thus loses positivity where \(\Gamma\) has an eigenvalue below \(-\eta\). In the two-orbital Dyson equation at \(\eta=0.5\) eV this happens at 55 of the 2401 scanned energies for the element-wise \(\Sigma\).

**What the matrix method does not promise**

*Existence with noisy data.* The ratio of lowest to highest eigenvalue of \(P\) is \(7.6\times10^{-7}\) for the clean data. In one random draw, relative noise of \(10^{-4}\) left \(P\) positive, while \(10^{-2}\) made it indefinite. Over 300 draws per level, \(P\) was indefinite in none at \(10^{-4}\), about a fifth at \(3\times10^{-4}\), about three quarters at \(10^{-3}\) and all at \(10^{-2}\). Then no causal function of the form above passes through the data, and they must be altered or fitted approximately.

*Accuracy.* I summed the Frobenius norm of the error in \(\Gamma\) over the scan at \(\eta=0.5\) eV and divided by the same sum for the exact \(\Gamma\). The result is 1.46 element-wise and 1.23 for the matrix method. The order of the two depends on the basis: in cc-pVTZ the errors are 1.34 and 1.36. Six frequencies do not resolve this spectrum by either route.

I also compared \(\Sigma_{12}\) on the real axis at one energy near the gap, that of orbital 1 at −11.19 eV. The exact value is 0.229 eV; the matrix method gives 0.229 eV and the element-wise one 0.252 eV. This single point does not establish accuracy throughout the region: the element-wise \(\Sigma_{12}\) has a pole at −11.4 eV, and the matrix interpolant has one at 13.4 eV, while the exact matrix has no pole between −29.4 and 31.3 eV. Both poles are spurious, so a causal interpolant can still put weight where there is none. The element-wise miss comes from the weak pole at −11.4 eV, which is particular to this basis: in cc-pVDZ and cc-pVTZ both methods reproduce the exact values, which there are 0.169 and 0.124 eV.

So use the matrix interpolant when you need a causal matrix, check \(P\) first, and judge the accuracy of the spectrum separately.
